# Dopant count and fluctuation under a 10 nm contact, with corrections

## Two spreads for the same 25 donors

A square contact of side 10 nm sits on silicon with $10^{20}$ donors per cubic centimetre. The first 2.5 nm below it hold 25 donors on average, and this number varies from contact to contact by 20 percent. If the depletion layer is instead allowed to choose its own depth at a given band bending, its charge varies by 11.5 percent in a planar model that ignores the edges of the contact. The donors are equally random in both cases, so the difference needs an explanation.

## Leading order: the count in a fixed volume

Let $n$ be the mean donor density, $L$ the side of the contact and $W$ the depth of the layer. One cubic centimetre is $10^{21}\ \mathrm{nm^3}$, so $n=0.1\ \mathrm{nm^{-3}}$ and

$$N=nL^2W=0.1\times10^2\times2.5=25 .$$

For the fluctuation, assume that each of the $M$ lattice sites in this volume holds a donor with probability $p=N/M$, independently of the others. The probability of finding $k$ donors is

$$P_k=\frac{M(M-1)\cdots(M-k+1)}{k!}\,p^k(1-p)^{M-k}.$$

Insert $p=N/M$ and group the factors:

$$P_k=\frac{N^k}{k!}\;\frac{M(M-1)\cdots(M-k+1)}{M^k}\;\Big(1-\frac NM\Big)^{M}\Big(1-\frac NM\Big)^{-k}.$$

As $M\to\infty$ at fixed $N$ and $k$, the second and fourth factors tend to 1 and the third tends to $e^{-N}$. This leaves the Poisson law $P_k=N^ke^{-N}/k!$.

The spread can be found before taking the limit. One site has mean occupation $p$ and variance $p-p^2$, because its occupation is 0 or 1 and equals its own square. Variances of independent sites add, so the total variance is $Mp(1-p)=N(1-p)$. With $\sigma$ the standard deviation,

$$\frac{\sigma}{N}=\sqrt{\frac{1-p}{N}}=\frac{1}{\sqrt N}\Big(1-\frac p2+O(p^2)\Big).$$

The leading term is $1/\sqrt{25}=20$ percent. The correction describes the fact that two donors cannot share a site. With a lattice constant of 0.543 nm and eight sites per cubic cell, the layer has 12 492 sites and $p=0.2$ percent. The standard deviation falls from 5 to 4.995 donors, which is negligible.

A simulation agrees. Fifty boxes of $200\times200\times10\ \mathrm{nm^3}$, each with 40 000 donors placed at random, were divided into contact-sized cells. The top 2.5 nm of a cell held 25.02 donors on average, with standard deviation 5.01.

The Poisson law gives a probability of 73 percent for 20 to 30 donors, and about 2 percent for 15 or fewer. Since $\sigma/N=1/(L\sqrt{nW})$, doubling the side at fixed density and depth gives 100 donors and a spread of 10 percent.

## Why the layer is about 2.5 nm deep

Let $z$ be the depth below the metal, and let $qv(z)$ be the height of the conduction-band edge above its value deep in the silicon, with $q>0$ the elementary charge. The electrostatic potential is then $-v$. Poisson's equation, with electron density $n_e$ and permittivity $\varepsilon$, reads

$$v''=\frac{q}{\varepsilon}\,(n-n_e).$$

The leading approximation is full depletion: $n_e=0$ for $z<W$, and neutral silicon beyond. Two integrations with $v(W)=v'(W)=0$ give

$$v(z)=\frac{qn}{2\varepsilon}(W-z)^2,\qquad \psi\equiv v(0)=\frac{qnW^2}{2\varepsilon},\qquad W=\sqrt{\frac{2\varepsilon\psi}{qn}} .$$

For relative permittivity 11.7 and $W=2.5$ nm,

$$\psi=\frac{(1.602\times10^{-19})(10^{26})(2.5\times10^{-9})^2}{2\times11.7\times8.854\times10^{-12}}\ \mathrm V=0.483\ \mathrm V .$$

In the bulk the Fermi level lies $\zeta=0.064$ eV above the band edge at 300 K, for a density-of-states mass of 1.08 electron masses. At zero applied voltage the barrier, measured from the Fermi level to the band edge at the metal, is $\Phi=q\psi-\zeta\approx0.42$ eV.

At fixed $\psi$ the width varies as $n^{-1/2}$, and the count $nL^2W$ therefore varies as $n^{1/2}$.

## First correction: the soft edge of the layer

Electrons do not stop abruptly at $z=W$. A local description is only approximate here, because their Fermi wavelength in the bulk, about 8 nm, exceeds the depth of the layer. Within that limit, treat them as an ideal Fermi gas in a parabolic band:

$$n_e=N_cF_{1/2}(\eta),\quad P=N_ckT\,F_{3/2}(\eta),\quad \eta=\frac{\zeta-qv}{kT},$$

$$F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{x^j\,dx}{1+e^{x-\eta}} .$$

Here $P$ is the electron pressure and $N_c$ the effective density of states. Integration by parts gives $dF_{3/2}/d\eta=F_{1/2}$. Since $d\eta/dv=-q/(kT)$, it follows that $dP/dv=-qn_e$.

Now multiply Poisson's equation by $v'$, so that the left side becomes $\tfrac12\,d(v'^2)/dz$. Integrate from the metal, where $v=\psi$ and $v'=-F$, to the bulk, where $v=v'=0$:

$$-\frac{F^2}{2}=\frac q\varepsilon\int_\psi^0(n-n_e)\,dv
\quad\Longrightarrow\quad
F^2=\frac{2}{\varepsilon}\Big[qn\psi-\int_0^\psi qn_e\,dv\Big].$$

The last integral is $P(v=0)-P(v=\psi)$. At the metal the Fermi level is about $16\,kT$ below the band edge, so the second pressure is negligible. Write $P_b$ for the bulk pressure that remains.

Integrating Poisson's equation once over all depths shows that the uncovered charge per area is $\varepsilon F$. Define the effective width $W_s$ by $\varepsilon F=qnW_s$. Then

$$W_s=\sqrt{\frac{2\varepsilon}{qn}\Big(\psi-\frac{P_b}{qn}\Big)}=W\sqrt{1-\delta}=W\Big(1-\frac\delta2-\frac{\delta^2}{8}-\dots\Big),\qquad \delta=\frac{P_b}{qn\psi}.$$

The small parameter compares the electron pressure with the electrostatic scale $qn\psi$. For a dilute gas $P_b=nkT$, and $P_b/(qn)$ would be the thermal voltage, 0.026 V. At this density the gas is degenerate and the value is 0.041 V, so $\delta=0.041/0.483=0.085$. The first correction gives

$$W_s\approx2.5\,(1-0.042)\ \mathrm{nm}\approx2.39\ \mathrm{nm}.$$

A numerical solution of the full potential profile, from the metal to a depth of 12 nm, also gives 2.39 nm. The mean uncovered charge is 23.9 elementary charges instead of 25. The approximation loses accuracy when $\psi$ is no longer large compared with $P_b/(qn)$, as for a very low barrier. The electron pressure at the metal is then no longer negligible either: at zero barrier, leaving it out makes the square-root formula about 12 percent too small.

## A layer that adjusts its depth

The 20 percent spread belongs to a fixed volume. Now hold the band bending fixed, return to a sharp edge, and average the charge laterally over the contact.

A donor at depth $z_i$ acts as a sheet of charge $q/L^2$. Between the metal and the sheet it produces a slope $v'=-q/(\varepsilon L^2)$, and beyond the sheet none. It therefore contributes $qz_i/(\varepsilon L^2)$ to $v(0)$. Fixed bending means

$$\sum_i z_i=\frac{\varepsilon\psi L^2}{q}=\frac{NW}{2},$$

where the sum runs over uncovered donors and the last step uses $\psi=qnW^2/(2\varepsilon)$.

Let $\lambda=nL^2$ be the mean number of donors per unit depth, $\delta\lambda(z)$ its random deviation and $\delta W$ the resulting change of depth. To first order the sum must not change:

$$\int_0^W z\,\delta\lambda\,dz+\lambda W\,\delta W=0
\quad\Longrightarrow\quad
\delta W=-\frac{1}{\lambda W}\int_0^W z\,\delta\lambda\,dz .$$

The number $K$ of uncovered donors changes through the deviation itself and through the moving edge:

$$\delta K=\int_0^W\delta\lambda\,dz+\lambda\,\delta W=\int_0^W\Big(1-\frac zW\Big)\delta\lambda\,dz .$$

An extra donor close to the metal adds almost a full charge, because it hardly affects the bending. An extra donor near the edge pulls the edge inward, and about one other donor is covered again. This compensation reduces the spread.

In a Poisson process different depths are independent, and a slice $dz$ has variance $\lambda\,dz$. Hence

$$\operatorname{var}K=\lambda\int_0^W\Big(1-\frac zW\Big)^2dz=\frac{\lambda W}{3}=\frac N3,\qquad
\operatorname{var}W=\frac{1}{\lambda W^2}\int_0^Wz^2dz=\frac{W}{3\lambda}.$$

Dividing by $N^2$ and $W^2$ respectively, and using $\lambda W=N$, gives the same relative spread for both quantities:

$$\frac{\sigma_K}{N}=\frac{\sigma_W}{W}=\frac{1}{\sqrt{3N}}=\frac{1}{\sqrt{75}}=11.5\ \text{percent}.$$

This is the leading term for large $N$. To see whether 25 is large enough, 20 000 random donor sequences were drawn, and donors were uncovered from the metal inward until the required bending was reached, the last one in part if necessary. The charge spread was 11.5 percent and the depth spread 11.7 percent.

The lateral average is the weak point of this model. The mean donor spacing $n^{-1/3}=2.15$ nm is close to $W$, so the real potential has local structure that the average removes.

## The finite contact: an edge correction

Depletion also spreads sideways. For $L\gg W$, each edge adds a volume proportional to $LW^2$ and each corner one proportional to $W^3$. The relative edge correction is therefore of order $W/L$, here one quarter, which is not very small.

A bound follows from comparison. Let $d$ be the distance to the contact, and set $w=(qn/2\varepsilon)(W-d)^2$ for $d<W$ and $w=0$ beyond. Assume that no field leaves through the uncovered surface, so that the problem can be mirrored there. Since the contact is convex, $\nabla^2d\ge0$, and

$$\nabla^2w=\frac{qn}{\varepsilon}\big[1-(W-d)\nabla^2d\big]\le\frac{qn}{\varepsilon}\qquad(d<W).$$

Where $v>0$, the depletion potential has $\nabla^2v=qn/\varepsilon$. In any region with $v>w$, the difference $v-w$ would have a non-negative Laplacian and vanish on the boundary, so it could not be positive inside. Thus $v\le w$, and depletion reaches no farther than $W$ from the contact. The enclosed volume is

$$L^2W+\pi LW^2+\tfrac23\pi W^3=479\ \mathrm{nm^3},$$

which limits the charge to 47.9 elementary charges.

The three-dimensional depletion problem itself, solved on a grid of step 0.125 nm, gives 32.8; a step of 0.25 nm gives 32.6. The small rise between the two grids points to a limit near 33. Fringing thus raises the mean charge by about 32 percent relative to 25, far more than the soft edge lowers it. The donor count in this larger region, held fixed, has a spread of $1/\sqrt{32.8}=17.5$ percent. The 11.5 percent found at fixed bending belongs to the planar layer. With fringing, the weight $1-z/W$ is replaced by the harmonic function that equals 1 on the metal and 0 on the depletion boundary, and the same first-order treatment then gives about 8 percent.

## Reading the numbers for a real contact

The parameters roughly describe a metal or silicide on heavily doped n-type silicon. Barriers of 0.3 and 0.6 eV, taken as examples, give widths of 2.17 and 2.93 nm and counts of 21.7 and 29.3. At 400 K with the barrier held at 0.42 eV, the width is 2.48 nm. A density of $10^{20}\ \mathrm{cm^{-3}}$ is high, and full electrical activation is an assumption that real devices can break. If half the donors are active and the bending is unchanged, the layer widens to 3.54 nm and holds 17.7 active donors, with a fixed-volume spread of 23.8 percent. Donor clustering, surface charge and band-gap narrowing are also left out.

The count matters because electrons tunnel through this layer. In the WKB approximation the transmission is $e^{-G}$, with

$$G=\frac2\hbar\int\sqrt{2m\,(qv-\zeta)}\,dz$$

taken where the root is real, for an electron at the Fermi level moving straight towards the metal. Take $m$ as 0.19 electron masses, which applies to four of the six conduction-band valleys under a (100) surface; the other two valleys have a larger mass and a larger $G$, and for other surface orientations the masses must be worked out anew. Hold $\psi$ and $\zeta$ fixed. Let the density be such that the original 2.5 nm would hold 20, 25 or 30 donors on average. Then $G=3.09$, 2.76 and 2.52, and the transmission rises by a factor of 1.76 from the first case to the last. In a real contact the barrier, not the bending, is closer to fixed. If the doping changes everywhere, bulk included, the factor is then about 2.0, because the Fermi level rises in the band with the density, so that an electron at this level crosses a thinner part of the barrier. The bending grows as well, which by itself would reduce the factor. A random count confined to the top 2.5 nm leaves the bulk Fermi level unchanged, so that fixed barrier and fixed bending coincide; in the planar model 20 against 30 randomly placed donors then give a factor of about 1.8. All these values use the sharp-edged barrier. With the soft edge the field at the metal is weaker and the barrier falls off more slowly: at the middle density $G$ rises from 2.76 to about 3.06, and the factor at fixed barrier rises from 2.0 to about 2.2.

The peak field, $2\psi/W=3.87$ MV/cm, makes the image force important. Adding the image energy $-q^2/(16\pi\varepsilon z)$ lowers the barrier top from 0.42 to 0.21 eV above the Fermi level and reduces $G$ to 2.28, 1.96 and 1.73. The transmission itself therefore changes considerably, while the factor between the lowest and the highest density, again at fixed bending, becomes 1.73. With exponents this small, WKB values are only indications of sensitivity and do not give a contact resistance. Solving the Schrödinger equation for the same one-dimensional barriers, with a simple flat-band metal, gives factors of about 1.7 without the image force and 1.6 with it. Most of the computed values are listed in the numerical output below.

## Calculated quantities

```
Donor density: 1.0e+20 cm^-3
Donor density: 0.100 nm^-3
Contact side: 10.0 nm
Layer depth: 2.5 nm
Layer volume: 250.0 nm^3
Mean donor count: 25.00
Poisson standard deviation: 5.00 donors
Relative fluctuation: 20.0 percent
Mean donor spacing: 2.15 nm
Random-box mean count: 25.02
Random-box standard deviation: 5.01 donors
Probability of 20 to 30 donors: 0.730
Probability of 15 or fewer donors: 0.0223
Lattice sites in layer: 12492
Site occupancy: 0.200 percent
Binomial standard deviation: 4.995 donors
Relative permittivity: 11.7
Density-of-states mass: 1.08 electron masses
Tunnelling mass: 0.19 electron masses
Lattice constant: 0.543 nm
Temperature: 300 K
Band bending for the layer: 0.483 V
Fermi level above band edge: 0.064 eV
Implied barrier: 0.420 eV
Width for 0.3 eV barrier: 2.17 nm
Count for 0.3 eV barrier: 21.7
Width for 0.6 eV barrier: 2.93 nm
Count for 0.6 eV barrier: 29.3
Width at 400 K, same barrier: 2.48 nm
Electron pressure divided by q n: 0.041 V
Soft-edge width, formula: 2.391 nm
Soft-edge width, solved profile: 2.391 nm
Soft-edge uncovered charge: 23.9 q
Adjusted-layer spread, law: 11.5 percent
Adjusted charge spread, random donors: 11.5 percent
Adjusted depth spread, random donors: 11.7 percent
Uncovered charge with fringing: 32.8 q
Fringing charge, coarse grid: 32.6 q
Fringing upper bound: 47.9 q
Fixed-volume spread with fringing: 17.5 percent
Count under 20 nm contact: 100.0
Spread under 20 nm contact: 10.0 percent
Width at half activation, same bending: 3.54 nm
Active count at half activation: 17.7
Spread at half activation: 23.8 percent
Peak field: 3.87 MV/cm
Barrier top with image force: 0.208 eV
Tunnel exponent at 20 donors: 3.09 plain, 2.28 with image force
Tunnel exponent at 25 donors: 2.76 plain, 1.96 with image force
Tunnel exponent at 30 donors: 2.52 plain, 1.73 with image force
Transmission ratio 30 to 20, plain: 1.76
Transmission ratio 30 to 20, image: 1.73
```
